\section*{The direction-dependent Coulomb term at zero wavevector and depolarization factors}

\section{A term that reads zero over zero}

Displace the ions of an insulating crystal so that every unit cell acquires the same dipole moment, and ask for the electrostatic energy per cell. In reciprocal space a modulation of wavevector $\mathbf q$ contributes
\begin{equation}
u(\mathbf q)=\frac{2\pi(\mathbf q\cdot\mathbf P)^2}{q^2}
\label{u}
\end{equation}
per unit volume, where $\mathbf P$ is the polarization. For identical cells $\mathbf q=0$, and the expression is $0/0$. Approaching the origin along $\mathbf P$ gives $2\pi P^2$; approaching at right angles gives zero. The missing information is physical: it is the shape of the crystal and the electrical conditions at its surface.

Hartree atomic units are used, with $4\pi\varepsilon_0=1$. The polarization is frozen (it does not respond to the field) and the fields are static. Positions are $\mathbf x$, hats denote unit vectors, and $f(\mathbf q)=\int d^3x\,e^{-i\mathbf q\cdot\mathbf x}f(\mathbf x)$.

\section{Energy of a polarization wave}

Take $\mathbf P(\mathbf x)=\sqrt2\,\mathbf P\cos(\mathbf q\cdot\mathbf x)$, whose mean square is $P^2$. Its bound charge is
\begin{equation}
\rho=-\nabla\cdot\mathbf P(\mathbf x)=\sqrt2\,(\mathbf q\cdot\mathbf P)\sin(\mathbf q\cdot\mathbf x).
\end{equation}
Poisson's equation $\nabla^2\phi=-4\pi\rho$ gives $\phi=4\pi\rho/q^2$, because $\nabla^2$ multiplies this wave by $-q^2$. Since the mean of $\sin^2$ is $1/2$, the mean energy density is
\begin{equation}
\tfrac12\langle\rho\phi\rangle=\frac{2\pi}{q^2}\,2(\mathbf q\cdot\mathbf P)^2\,\tfrac12
=2\pi(\hat{\mathbf q}\cdot\mathbf P)^2=2\pi P^2\cos^2\theta ,
\end{equation}
with $\theta$ the angle between $\mathbf q$ and $\mathbf P$. The modulus of $\mathbf q$ has cancelled: the charge shrinks as $q$, but the Coulomb kernel grows as $1/q^2$. The field is
\begin{equation}
\mathbf E=-\nabla\phi=-4\pi\hat{\mathbf q}\,[\hat{\mathbf q}\cdot\mathbf P(\mathbf x)],
\end{equation}
and $\langle E^2\rangle/8\pi$ returns the same energy density. A longitudinal wave carries the field $-4\pi\mathbf P(\mathbf x)$ however long its wavelength; a transverse wave has no bound charge and no field.

\section{A finite body averages over directions}

Let a body of volume $V$ be uniformly polarized, $\mathbf P(\mathbf x)=\mathbf P\,S(\mathbf x)$, with $S=1$ inside and $0$ outside. Now $\rho(\mathbf q)=-i\mathbf q\cdot\mathbf P\,S(\mathbf q)$, and
\begin{equation}
U=\frac12\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}|\rho(\mathbf q)|^2
=2\pi V\sum_{ij}P_iN_{ij}P_j,\qquad
N_{ij}=\int\!\frac{d^3q}{(2\pi)^3}\frac{|S(\mathbf q)|^2}{V}\,\hat q_i\hat q_j .
\label{N}
\end{equation}
Parseval's theorem gives $\int d^3q\,|S(\mathbf q)|^2/(2\pi)^3=\int d^3x\,S^2=V$. The weights therefore add up to one, and since $\sum_i\hat q_i^2=1$ the trace of $N$ is one. The body replaces the undefined value at $\mathbf q=0$ by a weighted average over directions.

For a spheroid with semi-axes $b,b,h$ and $\mathbf P$ along the symmetry axis $z$, write $\mathbf x=(bx',by',hz')$, which maps the body onto the unit ball. Then $\mathbf q\cdot\mathbf x=\mathbf k\cdot\mathbf x'$ with $\mathbf k=(bq_x,bq_y,hq_z)$, so $S(\mathbf q)$ depends on $k=|\mathbf k|$ alone. With $\mu=k_z/k$ and the aspect ratio $r=h/b$,
\begin{equation}
\hat q_z^2=\frac{\mu^2/h^2}{\mu^2/h^2+(1-\mu^2)/b^2}=\frac{\mu^2}{\mu^2+r^2(1-\mu^2)} .
\end{equation}
The integral over $k$ is a common factor, fixed by the normalization. What remains is an average over $\mu$, even in $\mu$:
\begin{equation}
N=N_{zz}=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+r^2(1-\mu^2)} .
\label{Nint}
\end{equation}

\subsection*{Sphere, slab and needle}

For $r=1$ the denominator is one and $N=1/3$. For a flat body, $r<1$, set $t^2=1-r^2$. The denominator is $r^2+t^2\mu^2$, and
\begin{equation}
N=\frac1{t^2}\int_0^1\!\Big[1-\frac{r^2}{r^2+t^2\mu^2}\Big]d\mu
=\frac1{t^2}\Big[1-\frac rt\arctan\frac tr\Big].
\end{equation}
For a long body, $r>1$, set $s^2=r^2-1$. The denominator is $r^2-s^2\mu^2$, and
\begin{equation}
N=\frac1{s^2}\int_0^1\!\Big[\frac{r^2}{r^2-s^2\mu^2}-1\Big]d\mu
=\frac1{s^2}\Big[\frac rs\,\mathrm{artanh}\frac sr-1\Big].
\end{equation}
As $r\to0$, $\arctan(t/r)\to\pi/2$ and $t\to1$. As $r\to\infty$, use $\mathrm{artanh}(s/r)=\tfrac12\ln\frac{r+s}{r-s}=\ln(r+s)$, which holds because $r^2-s^2=1$. To leading order
\begin{equation}
N\simeq1-\frac{\pi r}2\quad(r\to0),\qquad N\simeq\frac{\ln 2r-1}{r^2}\quad(r\to\infty).
\end{equation}
The slab polarized along its normal has $N=1$, the needle polarized along its axis $N=0$. Only the sphere among these weights all directions equally. A slab is thin along $z$, so its shape function is broad along $q_z$ and selects $\mathbf q$ along the normal; a needle selects $\mathbf q$ perpendicular to its axis.

For polarization across the axis, symmetry and the unit trace give $(1-N)/2$: zero for a slab polarized in its plane, $1/2$ for a needle polarized sideways. The values $1$ and $0$ thus belong to a shape together with a direction of $\mathbf P$.

\section{The field inside is uniform}

The energy fixes only the volume average of the field. For an ellipsoid the field is the same at every inner point. Let $\psi(\mathbf x)=\int_V d^3x'/|\mathbf x-\mathbf x'|$. Using polar coordinates about $\mathbf x$, with $\ell(\mathbf n)$ the distance to the surface in direction $\mathbf n$,
\begin{equation}
\nabla\psi=\int_V d^3x'\,\frac{\mathbf x'-\mathbf x}{|\mathbf x'-\mathbf x|^3}=\int d\Omega_n\,\mathbf n\,\ell(\mathbf n).
\end{equation}
With semi-axes $a_i$, the surface condition $\sum_i(x_i+\ell n_i)^2/a_i^2=1$ reads $A\ell^2+2B\ell-C=0$, where
\begin{equation}
A=\sum_i\frac{n_i^2}{a_i^2},\quad B=\sum_i\frac{x_in_i}{a_i^2},\quad C=1-\sum_i\frac{x_i^2}{a_i^2}>0 .
\end{equation}
The positive root is $\ell=(-B+\sqrt{B^2+AC})/A$. Its square-root part is even in $\mathbf n$ and drops out against the odd factor $\mathbf n$. In the rest, the terms $n_in_j$ with $i\ne j$ vanish by reflection, so
\begin{equation}
\partial_i\psi=-x_i\int d\Omega_n\frac{n_i^2/a_i^2}{\sum_jn_j^2/a_j^2}=-4\pi N_ix_i .
\end{equation}
For the spheroid this angular average is the one in Eq.~\eqref{Nint}. Summing dipole potentials gives $\phi=-\mathbf P\cdot\nabla\psi=4\pi NPz$ for $\mathbf P$ along $z$, hence
\begin{equation}
\mathbf E=-4\pi N\mathbf P ,
\label{E}
\end{equation}
and $-\tfrac12V\mathbf P\cdot\mathbf E=2\pi NP^2V$ agrees with Eq.~\eqref{N}. In a body that is not an ellipsoid the field generally varies from point to point, and $N_{ij}$ gives its average.

\section{The same term in a lattice sum}

Place a dipole $\mathbf p$ along $z$ in each cell of volume $\Omega$, with $P=p/\Omega$, on a lattice for which $z$ is a symmetry axis, and modulate it as before. The product of two modulation factors a distance $\mathbf R$ apart averages to $\cos(\mathbf q\cdot\mathbf R)$. (When $2\mathbf q$ is a reciprocal lattice vector, $\mathbf q=0$ included, the cosine equals $\pm1$ at every site; the factor $\sqrt2$ is then dropped, so that the mean square is still $p^2$ and the product is again $\cos(\mathbf q\cdot\mathbf R)$.) The energy per cell is
\begin{equation}
U(\mathbf q)=\frac12\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)\Big[-(\mathbf p\cdot\nabla)^2\frac1R\Big].
\end{equation}
Split $1/R=\mathrm{erf}(\eta R)/R+\mathrm{erfc}(\eta R)/R$. The erfc part, $D_\eta(\mathbf R)=-(\mathbf p\cdot\nabla)^2\mathrm{erfc}(\eta R)/R$, is summed directly. The erf part has the transform $4\pi(\mathbf p\cdot\mathbf k)^2e^{-k^2/4\eta^2}/k^2$ and is summed over all $\mathbf R$ by Poisson's formula; its value at $\mathbf R=0$ is then removed. From $\mathrm{erf}(\eta R)/R=(2\eta/\sqrt\pi)(1-\eta^2R^2/3+\dots)$ that value is $4\eta^3p^2/(3\sqrt\pi)$. Thus
\begin{equation}
U(\mathbf q)=\frac{2\pi}\Omega\sum_{\mathbf G}\frac{[\mathbf p\cdot(\mathbf q+\mathbf G)]^2}{|\mathbf q+\mathbf G|^2}e^{-|\mathbf q+\mathbf G|^2/4\eta^2}
+\frac12\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)D_\eta(\mathbf R)-\frac{2\eta^3p^2}{3\sqrt\pi}.
\label{ewald}
\end{equation}
Only the term $\mathbf G=0$ is singular at the origin. The others are smooth, and their sum is even in $\mathbf q$, so
\begin{equation}
U(\mathbf q)=U_0+\frac{2\pi}\Omega(\hat{\mathbf q}\cdot\mathbf p)^2+O(q^2),
\label{small}
\end{equation}
where $U_0$ is Eq.~\eqref{ewald} at $\mathbf q=0$ without the singular term.

\subsection*{What omission means}

Without that term the potential at $\mathbf q=0$ contains only waves $e^{i\mathbf G\cdot\mathbf x}$ with $\mathbf G\ne0$. It takes equal values at points separated by a lattice vector. The macroscopic field, defined by the potential drop across a lattice vector, is therefore zero. This is the situation of a long needle polarized along its axis, or of a slab between ideal short-circuited electrodes in direct contact with its faces, whose charges cancel the potential drop. If the compensating charge lies a distance $g$ outside each face, as with a vacuum gap (a finite screening length in a real electrode acts similarly), a slab of thickness $L$ keeps the field $-4\pi P\,2g/(L+2g)$, which vanishes only for $L\gg g$.

The local field on a dipole, due to all the others, need not vanish. From $U_0=-\tfrac12pE_0$ it is $E_0=-2U_0/p$.

\subsection*{A crystal of given shape}

Let the dipoles of a large spheroidal crystal fade smoothly at the edge, with an envelope $w(\mathbf x)$ that depends on $\mathbf x'$ only through $|\mathbf x'|$ and equals one at the centre. Writing $w$ as a Fourier integral in the sum for the central dipole gives
\begin{equation}
-\tfrac12pE_{\rm loc}=\int\frac{d^3q}{(2\pi)^3}\,w(\mathbf q)\,U(\mathbf q).
\end{equation}
For a large crystal $w(\mathbf q)$ is concentrated near the origin, where Eq.~\eqref{small} applies. Its integral is $w(\mathbf x{=}0)=1$, and it depends on $k$ alone, so $\hat q_z^2$ averages to $N$ as before. Hence $-\tfrac12pE_{\rm loc}=U_0+2\pi Np^2/\Omega$, or
\begin{equation}
E_{\rm loc}=E_0-4\pi NP .
\label{loc}
\end{equation}
In a simple cubic lattice cut to a sphere, the sum of $(3z^2-R^2)/R^5$ vanishes because $x,y,z$ are equivalent. With $N=1/3$ this gives the Lorentz field $E_0=4\pi P/3$, that is, $U_0=-2\pi p^2/(3\Omega)$.

The argument also says when the shape matters. A wave with $q$ much larger than the inverse of the smallest dimension of the crystal, yet small compared with the reciprocal lattice vectors, has its own direction, and Eq.~\eqref{small} holds with that direction. For uniform polarization the shape supplies the directions.

\section{A tetragonal example}

Take the model values $a=8$ bohr, $c=10$ bohr and $p=1\;e\,$bohr along $c$. Then $\Omega=8^2\times10=640$ bohr$^3$ and $P=1/640=0.0015625\;e/$bohr$^2$ ($0.0894$ C/m$^2$). The scales of field and energy are
\begin{equation}
4\pi P=0.019635\ \text{a.u.}\ (10.1\ \text{V/nm}),\qquad \frac{2\pi p^2}\Omega=0.009817\ \text{Ha}\ (267\ \text{meV}).
\end{equation}
These are unscreened scales of a model of frozen point dipoles. A field $4\pi P$ means a drop of $0.019635\times10=0.196$ a.u. ($5.3$ V) across each cell, far more than a real insulator sustains; in a real slab the electronic response, surface charges or domains reduce it. The values of $U_0$ and $E_0$ below likewise belong to point dipoles. The sum without the singular term is $U_0=-0.001122$ Ha. The limits of $U(\mathbf q)$ at $0^\circ$, $45^\circ$ and $90^\circ$ to $\mathbf P$ are $0.008695$, $0.003787$ and $-0.001122$ Ha. The first is $U_0+0.009817$, the second has half that addition, and the last is $U_0$ itself.

The shape-dependent energy per cell is $267.15\,N$ meV: $89.0$ meV for a sphere, $263.0$ meV at $r=0.01$ and $0.1$ meV at $r=100$. The ideal slab and needle have $267.15$ meV and zero. At $r=0.01$ the leading formula gives $N\simeq1-0.0157=0.9843$, against the full $0.9845$.

Direct dipole sums over large crystals with smooth edges test Eqs.~\eqref{E} and \eqref{loc} at the centre. Such a crystal is a superposition of nested similar spheroids, all with the same $N$, so Eq.~\eqref{E} holds there with the central value of $\mathbf P$. The fields at the centre, in atomic units, agree with the formulas to all printed digits:
\begin{center}
\begin{tabular}{lccc}
aspect $r$ & $N$ & macroscopic & local\\
$0.25$ & $0.70364$ & $-0.013816$ & $-0.011572$\\
$1$ & $0.33333$ & $-0.006545$ & $-0.004301$\\
$4$ & $0.07541$ & $-0.001481$ & $\phantom{-}0.000763$
\end{tabular}
\end{center}
In the first row $-0.70364\times0.019635=-0.013816$, and adding $E_0=0.002244$ gives the local field. The local field changes sign between the last two rows, at $N=E_0/(4\pi P)=0.002244/0.019635=0.114$. As the crystal is made longer, both columns move towards the values for the omitted term, zero and $E_0$.

\section{Integrating over the Brillouin zone}

The discontinuity at $\mathbf q=0$ is bounded, so one point does not affect an integral. It does affect a mesh that contains that point.

The exact zone average of $U(\mathbf q)$ is zero. In Eq.~\eqref{ewald} the direct-space sum averages to zero, since each $\cos(\mathbf q\cdot\mathbf R)$ does. The sum over $\mathbf G$ and the zone average combine into an integral over all $\mathbf k$, where isotropy replaces $(\mathbf p\cdot\mathbf k)^2/k^2$ by $p^2/3$:
\begin{equation}
\frac{2\pi}\Omega\,\frac{\Omega}{(2\pi)^3}\,\frac{p^2}3\int d^3k\,e^{-k^2/4\eta^2}
=\frac{2\pi p^2}3\,\frac{(4\pi\eta^2)^{3/2}}{(2\pi)^3}=\frac{2\eta^3p^2}{3\sqrt\pi},
\end{equation}
which cancels the last term of Eq.~\eqref{ewald}.

Now average over an $n\times n\times n$ mesh containing the origin, using $U_0$ there. The mesh average of $\cos(\mathbf q\cdot\mathbf R)$ is one if $\mathbf R$ is $n$ times a lattice vector and zero otherwise. The vectors $\mathbf q+\mathbf G$ together form the reciprocal lattice of that enlarged lattice, whose cell volume is $n^3\Omega$. The average is thus Eq.~\eqref{ewald} for the enlarged lattice with its singular term omitted. Dipole energies scale as the inverse cube of length, so
\begin{equation}
\frac1{n^3}\sum_{\mathbf q}U(\mathbf q)=\frac{U_0}{n^3}.
\end{equation}
Since the exact average is zero, this is the whole mesh error. For $n=4$ the tetragonal lattice gives $-0.001122/64=-1.75\times10^{-5}$ Ha, as the explicit mesh sum does.

A correction added to $U_0$ at the origin has weight $1/n^3$, so it must equal $-U_0$. Expressed as a factor times $2\pi p^2/\Omega$, it is
\begin{equation}
\nu=-\frac{U_0\Omega}{2\pi p^2}=\frac{E_0}{4\pi P}.
\end{equation}
For the simple cubic lattice $\nu=1/3$: the spherical average removes the mesh error of $U$ completely. For the tetragonal lattice $\nu=0.114$, the value of $N$ at which the local field vanished.

Averaging $\cos^2\theta$ over the small mesh cell around the origin gives $0.268$ in the tetragonal case, not $0.114$. The reason is scaling. Near the origin $\cos^2\theta$ depends only on the ratios of the mesh indices, so the error made in a neighbouring mesh cell does not shrink relative to that of the central one as $n$ grows. Here neither simple average helps. The remaining error times $n^3$ is $(0.333-0.114)\times0.009817=0.00215$ Ha with the spherical average and $(0.268-0.114)\times0.009817=0.00151$ Ha with the cell average, both larger than the $0.00112$ Ha left by plain omission.

\section{When the polarization is not alone}

If the electrons respond linearly with a dielectric tensor $\varepsilon$, the frozen part $\mathbf P$ produces a screened field. For a wave, $\mathbf E$ is along $\hat{\mathbf q}$, and the absence of free charge requires $\mathbf q\cdot(\varepsilon\mathbf E+4\pi\mathbf P)=0$. Hence
\begin{equation}
\mathbf E=-4\pi\hat{\mathbf q}\,\frac{\hat{\mathbf q}\cdot\mathbf P}{\hat{\mathbf q}\cdot\varepsilon\hat{\mathbf q}} .
\end{equation}
The limit still depends on direction, but the polarization in Eq.~\eqref{E} must now be the total one, the frozen part plus the electronic response, and not the frozen part alone. For a polarization wave oscillating at frequency $\omega$ in an isotropic medium, the longitudinal part keeps this field however small $q$ is, with $\varepsilon$ taken at $\omega$. The transverse part produces a field of its own, which is negligible only if $q$ is large compared with $\omega$ divided by the speed of light in the medium; at smaller $q$ retardation must be included. The numerical output below lists the computed fields, energies and mesh averages of the examples.

\section*{Calculated quantities}
\begin{verbatim}
a = 8.0 bohr, c = 10.0 bohr, p = 1.0 e bohr
cell volume = 640.0 bohr^3
P = 0.0015625 e/bohr^2 = 0.08940 C/m^2
4 pi P = 0.019635 a.u. = 10.097 V/nm
2 pi P^2 volume = 0.009817 Ha = 267.15 meV
U0 (singular term omitted) = -0.001122 Ha per cell
E0 (local field, omitted term) = 0.002244 a.u.
angle of q to P (deg): U(q->0) (Ha), U(q->0)-U0 (Ha)
   0: 0.008695, 0.009817
  45: 0.003787, 0.004909
  90: -0.001122, -0.000000
finite crystals, fields in a.u.; direct sum | formula
 flat: aspect r = 0.25, N = 0.70364
  macroscopic: -0.013816 | -0.013816
  local: -0.011572 | -0.011572
 sphere: aspect r = 1.00, N = 0.33333
  macroscopic: -0.006545 | -0.006545
  local: -0.004301 | -0.004301
 long: aspect r = 4.00, N = 0.07541
  macroscopic: -0.001481 | -0.001481
  local: 0.000763 | 0.000763
approach to the limits, N from the average over directions
  r = 0.01: N = 0.984490, energy = 263.004 meV per cell
  r = 1.00: N = 0.333333, energy = 89.049 meV per cell
  r = 100.00: N = 0.000430, energy = 0.115 meV per cell
spheroid r = 2, P = 1: energy density from q integral = 1.09053
  same from surface charge = 1.09053
zone averages (Ha), q = 0 term omitted | U0/n^3
  cubic, n = 2: -5.113e-04 | -5.113e-04
  cubic, n = 4: -6.392e-05 | -6.392e-05
  cubic: factor needed at q = 0: 0.33333
  cubic: mean of cos^2 in mesh cell: 0.33333
  cubic: local field with omitted term = 0.008181 a.u.
  tetragonal, n = 2: -1.403e-04 | -1.403e-04
  tetragonal, n = 4: -1.753e-05 | -1.753e-05
  tetragonal: factor needed at q = 0: 0.11429
  tetragonal: mean of cos^2 in mesh cell: 0.26800
\end{verbatim}
